# Why compensation typically raises the donor density needed for metallic conduction

## Scaling fixes the form of the answer

Let a semiconductor contain $N$ donors per unit volume and $KN$ acceptors, with $0\le K<1$. Each acceptor takes one electron from the donors, so

$$n=(1-K)N$$

electrons remain. If all these electrons are mobile, every donor is positively charged and every acceptor negatively charged. The density of charged impurities is then

$$N_i=(1+K)N .$$

Compare the random potential of these charges with the Fermi energy $E_F$ at low temperature. For parabolic bands, $E_F\propto n^{2/3}$. Write $C=e^2/(4\pi\varepsilon_0\kappa)$, an energy times a length, where $\kappa$ is the dielectric constant. A charge screened over a length $1/q_s$ has a potential of strength $C/r$ out to that length. Its squared potential, integrated over space, has the dimension of energy squared times volume, and must therefore be proportional to $C^2/q_s$. Independent charges add in variance, so the rms potential $\gamma$ obeys $\gamma^2\propto C^2N_i/q_s$.

Linear screening gives $q_s^2\propto Cn/E_F\propto n^{1/3}$, hence $\gamma\propto N_i^{1/2}n^{-1/12}$ and

$$\frac{\gamma}{E_F}\propto N_i^{1/2}n^{-3/4}
=\frac{(1+K)^{1/2}}{(1-K)^{3/4}}\,N^{-1/4}.$$

Suppose that metallic conduction is lost at a fixed value of this ratio. The fourth power of the last expression then shows that the critical donor density must grow as $(1+K)^2/(1-K)^3$.

The opposite expectation starts from the filling. An uncompensated donor band has one electron per donor and is half filled, and repulsion between two electrons on one donor can make it a Mott insulator. Compensation changes the filling to $1-K$, which seems to remove the reason for insulation. The argument is reasonable for an ordered lattice of donors with on-site repulsion only and no random charges. It can fail when the holes are made by charged acceptors.

## Counter-example on the insulating side

Take phosphorus-doped silicon with boron acceptors and $N=1\times10^{18}$ cm$^{-3}$. The rough inputs are $\kappa=11.7$, six valleys, and an isotropic mass $m=0.32\,m_e$, the density-of-states average of the valley masses. The effective Bohr radius $a=\hbar^2/(mC)$ is 1.93 nm and the effective Hartree $C/a$ is 63.9 meV. The donor spacing is $R=N^{-1/3}=10.0$ nm, or $5.19a$.

Three energies matter.

- The hopping energy $t$ is half the splitting of the two lowest levels of one electron shared by two hydrogenic centres, since a symmetric two-site problem has levels $\mp t$. Numerical solution in a finite basis gives $t=1.29$ meV (1.30 meV in larger bases). The known leading form at large distance, $t\simeq(2/e)(R/a)e^{-R/a}C/a$ (here $e$ is the base of logarithms), gives 1.36 meV, 5% more than the computed value.
- The repulsion is $U=E(2)+E(0)-2E(1)$, where $E(j)$ is the energy of a centre with $j$ electrons. A full two-electron calculation in a finite basis gives $0.473$ effective Hartree (the exact value is $0.472$), or 30.2 meV.
- An acceptor at distance $R$ raises an electron's energy on a donor by $V=C/R=12.3$ meV. A missing electron, a hole, is attracted to that donor by the same amount.

Thus $U/t=23.4$ (23.3 with the converged inputs) and $V/t=9.5$. Put these ratios into a ring of six donors,

$$H=-t\sum_{j,\sigma}\left(e^{i\theta/6}c^\dagger_{j+1,\sigma}c_{j\sigma}+\text{h.c.}\right)
+U\sum_j n_{j\uparrow}n_{j\downarrow}+V_0n_0 .$$

Here $\theta$ is the phase gained by an electron that goes once round the ring, and $V_0$ acts on one site. The ground energy $E(\theta)$ responds to $\theta$ through processes that carry charge round the ring. Its curvature $D=d^2E/d\theta^2$, taken at the flux of lowest energy, measures that ability. Diagonalization gives:

| Case | $D/t$ |
|---|---|
| six electrons, $V_0=0$ | $1.3\times10^{-4}$ |
| five electrons, $V_0=0$ | $7.0\times10^{-2}$ |
| five electrons, $V_0=V$ | $4.9\times10^{-5}$ |

The first two rows show what is right in the filling argument: removing one electron raises the stiffness about 500 times. For scale, one particle with energy $-2t\cos(\theta/6)$ has $D/t=2/36=0.056$. The third row has the same filling as the second, but includes the acceptor that made the hole. The stiffness drops about 1400 times and ends below that of the half-filled ring.

A simple bound state shows why. Ignore spin and put one hole on a long chain with an attractive site of depth $V$. Try the amplitude $\psi_j=e^{-\lambda|j|}$. Away from the attractive site the equation gives $E=-2t\cosh\lambda$. At that site it gives $E=-V-2te^{-\lambda}$. Equating the two,

$$V=2t\cosh\lambda-2te^{-\lambda}=2t\sinh\lambda .$$

For $V/t=9.5$ this gives $\lambda\simeq2.3$, so the amplitude falls about tenfold per site. The probability of finding the hole on the attractive site is

$$\frac{1}{\sum_je^{-2\lambda|j|}}=\frac{1-e^{-2\lambda}}{1+e^{-2\lambda}}=\tanh\lambda\simeq0.98 .$$

The ring refutes the inference from filling to conduction; it does not locate the transition in a crystal. In one dimension any attractive site binds a hole, whereas in three dimensions a short-range well needs a minimum depth. The ring also omits the acceptor's weaker effect on the other five donors, which makes the trap shallower than $V$. As an example, take a regular hexagon of side $R$ with the acceptor outside it, at distance $R$ from the nearest donor on the line from the centre through that donor. With the unscreened potential $C/r$ on all six donors, $D/t$ is $4.3\times10^{-4}$. This is still about 160 times below the free hole, but no longer below the half-filled ring. The general reason for trapping at low density is that $C/R$ falls only as $N^{1/3}$ while $t$ falls exponentially with $R/a$.

## Counter-example on the metallic side

Now take $N=8\times10^{18}$ cm$^{-3}$, about twice the rough critical density $4\times10^{18}$ cm$^{-3}$ of uncompensated Si:P. The coefficients left open by scaling are needed.

With $v$ valleys and two spins, $n=vk_F^3/(3\pi^2)$ and $E_F=\hbar^2k_F^2/2m=Cak_F^2/2$. Since $n\propto E_F^{3/2}$, $dn/dE_F=3n/(2E_F)$.

Let $W$ be the electron's potential energy around an impurity of charge $Z=\pm1$. In linear Thomas–Fermi screening the electron density changes by $\delta n=-(dn/dE_F)W$. Poisson's equation reads

$$\nabla^2W=4\pi C\,[Z\delta(\mathbf r)-\delta n]
=4\pi CZ\delta(\mathbf r)+q_s^2W,$$

$$q_s^2=4\pi C\frac{dn}{dE_F}=\frac{6\pi Cn}{E_F}.$$

The sign is right: without screening a donor gives $W=-C/r$, whose Laplacian is $+4\pi C\delta(\mathbf r)$. The decaying solution is $W=-ZCe^{-q_sr}/r$.

Place $M$ such charges independently in a volume $\Omega$. The variance of their summed potential at a point is $M(\langle W^2\rangle-\langle W\rangle^2)$ for each species. The first average is $\Omega^{-1}\int W^2d^3r$; the second term is of order $\Omega^{-2}$ and vanishes for a large sample at fixed density. The sign $Z$ drops out of $W^2$, so donors and acceptors contribute equally:

$$\gamma^2=N_i\int_0^\infty4\pi r^2\,\frac{C^2e^{-2q_sr}}{r^2}\,dr
=\frac{2\pi C^2N_i}{q_s}. \tag{1}$$

For $K=0$, with $C=63.9\times1.926=123$ meV nm and $n=N_i=0.008$ nm$^{-3}$, one finds $E_F=13.7$ meV and $1/q_s=0.861$ nm. Hence

$$\gamma=\sqrt{2\pi(123)^2(0.008)(0.861)}\ \text{meV}\simeq25.6\ \text{meV},$$

and $\gamma/E_F=1.86$.

Keep $N$ fixed and set $K=0.5$. The electron density halves, so $E_F$ falls by $2^{-2/3}$ to 8.7 meV. The charge density grows to $1.2\times10^{19}$ cm$^{-3}$ and $1/q_s$ lengthens to 0.966 nm. Then $\gamma=33.2$ meV and $\gamma/E_F=3.84$. Compensation has weakened the kinetic energy and strengthened the disorder.

For comparison, (1) gives $\gamma/E_F\propto N^{-1/4}$ at $K=0$. The uncompensated material at the rough threshold therefore has the ratio $1.86\times2^{1/4}\simeq2.2$. By the fixed-ratio criterion, the sample with $K=0$ is metallic and the sample with $K=0.5$ is not.

## Separating charge from filling

Compensation changes the electron density as well as the number of charges. A quantum calculation can hold the first fixed. Take one valley and a periodic cube of side $9.28a$ containing randomly placed screened impurities. Impose a phase twist of 0.3 rad across one direction and measure the mean shift of the levels near $E_F$, divided by their mean spacing. Extended states feel the boundary more than localized ones. Averages over 12 arrangements, with standard errors, are:

| Electrons | Donors | Acceptors | Response |
|---|---|---|---|
| 120 | 120 | 0 | $0.145\pm0.010$ |
| 48 | 120 | 72 | $0.027\pm0.003$ |
| 48 | 48 | 0 | $0.073\pm0.005$ |

The last two rows have equal electron number, volume and screening length. They differ in the number of charges, 192 against 48, and the response is roughly two to three times smaller with the larger number. In this model the added charge therefore suppresses the response beyond the loss of electrons. Raising the wavevector cutoff of the plane-wave basis by 30% lowers the response with 48 charges by roughly 7% and that with 192 charges by roughly 18%, with large scatter between arrangements. The values are therefore not converged in the basis, but their ratio stays between two and three. One box size and a limited basis do not establish a localization threshold.

## The correct general statement

Assume low temperature, parabolic isotropic valleys, singly charged impurities, linear Thomas–Fermi screening and no intervalley scattering. Let metallic conduction be lost when $\gamma/E_F$ rises to a value $\eta$ that does not depend on $K$. Let $N_c(K)$ be the donor density at which this happens.

**Statement.** For independently placed impurities,

$$\frac{N_c(K)}{N_c(0)}=\frac{(1+K)^2}{(1-K)^3}. \tag{2}$$

If each acceptor forms a tight neutral pair with a donor,

$$\frac{N_c(K)}{N_c(0)}=\frac1{1-K}. \tag{3}$$

If the pairs have a finite separation, the threshold lies between these values. It therefore rises for every $0<K<1$.

The fixed-ratio condition is a physical criterion, not a theorem about the transition. The rise of the threshold is therefore derived under this criterion, not proved for every material.

**Proof for independent charges.** From (1) and the expression for $q_s$,

$$\left(\frac{\gamma}{E_F}\right)^2
=\frac{2\pi C^2N_i}{E_F^2}\left(\frac{E_F}{6\pi Cn}\right)^{1/2}
\propto N_i\,n^{-1/2}E_F^{-3/2}\propto N_i\,n^{-3/2}.$$

The last step uses $E_F^{-3/2}\propto n^{-1}$. Inserting the two densities,

$$\left(\frac{\gamma}{E_F}\right)^2=A\,\frac{1+K}{(1-K)^{3/2}}\,N^{-1/2},$$

where $A$ depends on $\kappa$, $m$ and $v$, but not on $K$ or $N$. Setting the left side to $\eta^2$ gives

$$N_c(K)=\frac{A^2}{\eta^4}\,\frac{(1+K)^2}{(1-K)^3}.$$

Division by $N_c(0)=A^2/\eta^4$ proves (2). The material parameters and $\eta$ cancel.

**Proof for pairs.** Let an acceptor sit at distance $d$ from a donor. Their potentials have opposite signs, so the integral of the squared sum is twice the single-charge integral minus twice the overlap

$$J=C^2\int\frac{e^{-q_s(r_1+r_2)}}{r_1r_2}\,d^3r .$$

Use the distances $r_1,r_2$ from the two impurities as coordinates. With the polar axis along the pair, $r_2^2=r_1^2+d^2-2r_1d\cos\vartheta$. At fixed $r_1$ this gives $r_2dr_2=r_1d\,\sin\vartheta\,d\vartheta$, so the volume element is $(2\pi/d)\,r_1r_2\,dr_1dr_2$. Hence

$$J=\frac{2\pi C^2}{d}\int_0^\infty dr_1\,e^{-q_sr_1}\int_{|r_1-d|}^{r_1+d}dr_2\,e^{-q_sr_2}.$$

The inner integral is $[e^{-q_s|r_1-d|}-e^{-q_s(r_1+d)}]/q_s$. In the outer integral, the first exponential contributes $d\,e^{-q_sd}$ from $r_1<d$ and $e^{-q_sd}/(2q_s)$ from $r_1>d$. The second subtracts $e^{-q_sd}/(2q_s)$. What remains is

$$J=\frac{2\pi C^2}{q_s}e^{-q_sd}.$$

There are $KN$ pairs and $(1-K)N$ unpaired donors. Equation (1) therefore holds with $N_i$ replaced by

$$N_{\rm eff}=N\left[1-K+2K\left(1-e^{-q_sd}\right)\right]. \tag{4}$$

As $d\to0$, $N_{\rm eff}\to(1-K)N=n$. The squared ratio is then proportional to $n\,n^{-3/2}=n^{-1/2}$, so the threshold is a fixed electron density. Since $N=n/(1-K)$, this proves (3).

For finite $d$, (4) lies between $(1-K)N$ and $(1+K)N$, so $\gamma/E_F$ lies between its paired and independent values at each $N$. Both of those fall as $N$ grows. Below the threshold (3) the ratio exceeds $\eta$, and above the threshold (2) it is less than $\eta$. By continuity the crossing lies between them. $\square$

## Limits and the size of the effect

For small $K$, (2) becomes $1+5K$: two units come from the added charges and three from the lost electrons. Equation (3) becomes $1+K$. Applied to the rough silicon threshold of $4\times10^{18}$ cm$^{-3}$, the two laws give:

| $K$ | Factor, paired to independent | $N_c$ ($10^{18}$ cm$^{-3}$) |
|---|---|---|
| 0.1 | 1.1 to 1.7 | 4.4 to 6.6 |
| 0.2 | 1.3 to 2.8 | 5.0 to 11 |
| 0.5 | 2 to 18 | 8 to 72 |

As $K\to1$, (2) approaches $4/(1-K)^3$. At fixed $N$ linear screening fails in this limit, because few electrons face many charges. Along the threshold line (2), by contrast, $\gamma/E_F$ stays fixed, at about 2.2 for the rough silicon inputs, so linear screening remains a rough guide there. A separate estimate with nonlinear screening tests the exponent. In a region of size $L$ the random excess charge is about $(N_iL^3)^{1/2}$. The electrons can cancel it once $nL^3$ is as large, which gives $L\sim N_i^{1/3}n^{-2/3}$. The remaining potential is

$$\gamma\sim\frac{C(N_iL^3)^{1/2}}{L}=C(N_iL)^{1/2}\sim CN_i^{2/3}n^{-1/3}.$$

Setting this proportional to $E_F\propto n^{2/3}$ gives $n\propto N_i^{2/3}$. With $N_i\simeq2N$ and $n=(1-K)N$, it follows that $N_c\propto(1-K)^{-3}$. The exponent survives; the coefficient is not determined.

## Does the direction depend on the choice of disorder measure?

The rms potential includes the deep region near each impurity, which an electron at $E_F$ cannot resolve. Keep instead the Fourier components of $W$ with wavevector below $2k_F$. The transform of the screened potential has magnitude $4\pi C/(k^2+q_s^2)$, so

$$\gamma_s^2=N_i\int_0^{2k_F}\frac{4\pi k^2dk}{(2\pi)^3}\,\frac{16\pi^2C^2}{(k^2+q_s^2)^2}
=\frac{8C^2N_i}{q_s}\,x^3S(x),$$

$$x=\frac{2k_F}{q_s},\qquad S(x)=\int_0^1\frac{u^2\,du}{(1+x^2u^2)^2}.$$

The substitution was $k=q_sxu$. Now $x^3/q_s=8k_F^3/q_s^4$, with $k_F^3=3\pi^2n/v$ and $q_s^4=36\pi^2C^2n^2/E_F^2$. Therefore

$$\left(\frac{\gamma_s}{E_F}\right)^2=\frac{16}{3v}\,\frac{1+K}{1-K}\,S(x). \tag{5}$$

Since $x\propto n^{1/6}$ and $S$ decreases with $x$, this ratio rises with $K$ at fixed $N$ and falls with $N$ at fixed $K$. The threshold again moves up. At $8\times10^{18}$ cm$^{-3}$ the ratio is 0.46 for $K=0$ and 0.82 for $K=0.5$.

The magnitude changes greatly. At $K=0.2$ the threshold factor is 28, against 2.8 from (2). Equation (5) shows why: at low density $S\to1/3$, so the ratio hardly depends on $N$, and a large density change is needed to offset a modest change in $K$. These factors are not quantitative predictions. The direction is the result that both measures share, but not every measure gives a threshold. The median absolute deviation of the potential at a random point from its median value, divided by $E_F$, also rises with $K$ at fixed $N$. At $K=0$, however, it grows with density, from about 0.15 at $4\times10^{18}$ cm$^{-3}$ to 0.20 at $1.6\times10^{19}$ cm$^{-3}$. A fixed value of it therefore cannot mark the onset of metallic conduction in this range.

A transport estimate at fixed $N$ needs no threshold. In the Born approximation the scattering amplitude has magnitude $(2/a)/(Q^2+q_s^2)$, with $Q^2=2k_F^2w$ and $w=1-\cos\vartheta$. Weighting the cross-section by $w$ gives the inverse mean free path

$$\frac1l=N_i\frac{8\pi}{a^2}\int_0^2\frac{w\,dw}{(2k_F^2w+q_s^2)^2}
=\frac{2\pi N_i}{a^2k_F^4}\,g(b),$$

$$g(b)=\ln(1+b)-\frac b{1+b},\qquad b=\frac{4k_F^2}{q_s^2}=\frac{\pi k_Fa}{v}.$$

Using $N_i=n(1+K)/(1-K)$ and $n=vk_F^3/(3\pi^2)$,

$$k_Fl=\frac{3\pi}{2v}\,\frac{1-K}{1+K}\,\frac{(k_Fa)^2}{g(b)} .$$

Because $g(b)/b^2=\int_0^1u\,du/(1+bu)^2$ decreases with $b$, the last fraction increases with $k_F$. Compensation lowers $k_F$ and the prefactor, so $k_Fl$ falls. At $8\times10^{18}$ cm$^{-3}$ it drops from 8.5 to 2.6 when $K$ goes from 0 to 0.5. These values are too large, because the Born approximation needs $2/(q_sa)\ll1$ and here this number is 0.9 to 1.0. Scattering phase shifts computed for the same screened potentials give 3.2 and 1.1, so the direction is unchanged. These values are also rough: by the Friedel sum rule the same phase shifts displace about 1.6 to 1.7 electrons around a donor and $-0.7$ around an acceptor instead of $\pm1$, so the linearly screened potentials are not self-consistent at this strength.

## Real silicon

The density range is that of the transition in Si:P, and a critical density that rises with compensation agrees with the direction known for doped silicon and germanium. The factor 18 at $K=0.5$ should not be read as a measured value. Thomas–Fermi screening assumes a potential that varies slowly over the length $1/(2k_F)$. At $8\times10^{18}$ cm$^{-3}$ and $K=0$ this length is 1.5 nm, longer than the screening length of 0.86 nm. The wavevector-dependent linear response of a free electron gas (Lindhard screening) raises $\gamma/E_F$ from 1.86 to 2.5 at $K=0$ and from 3.8 to 5.2 at $K=0.5$. It lowers the threshold factor at $K=0.5$ from 18 to 13, and the smoothed-potential factor at $K=0.2$ from 28 to 14. The threshold still rises. Since $\gamma$ exceeds $E_F$, linear response itself is only a rough guide here. The weakest assumptions are linear screening and the use of an rms value for a potential made by few charges: a screening sphere holds only 0.02 to 0.05 impurities at $8\times10^{18}$ cm$^{-3}$, so close encounters dominate $\gamma$. Donor–acceptor correlation can move the factor from 18 towards 2, but requires close pairs. At $N=8\times10^{18}$ cm$^{-3}$ and $K=0.5$, pairing at the mean nearest-donor distance of 2.8 nm lowers $\gamma$ by just 2%, and averaging over random nearest-donor distances gives 3%. On the insulating side, replacing the model donor level of 32 meV by the rough real value of 45 meV lowers the hopping formula from 1.36 to 0.86 meV, which favours trapping. Using the conductivity mass instead raises $a$ to 2.4 nm, which favours hopping.

Temperature limits the use of the result. For $K=0.5$ and $8\times10^{18}$ cm$^{-3}$, $k_BT/E_F$ is 0.04 at 4.2 K but 3.0 at 300 K. Thermally excited carriers can then conduct on either side of the low-temperature transition, so room-temperature conduction does not show that a sample is metallic in the sense used here.

## Computed results

```
Si inputs (rough): kappa 11.7, valleys 6
masses: long 0.92, trans 0.19, DOS 0.3214 m_e
effective Bohr radius 1.926 nm, Hartree 63.90 meV
-- insulating side, N_D = 1e18 cm^-3
donor spacing 10.00 nm = 5.192 Bohr radii
hopping: computed 1.294, formula 1.358 meV
on-site U 0.4728 eff. Hartree = 30.21 meV
acceptor attraction 12.31 meV
U/t 23.35, attraction/t 9.51
ring stiffness/t, half filled   1.345e-04
ring stiffness/t, one free hole 6.951e-02
ring stiffness/t, hole+acceptor 4.935e-05
-- metallic side, N_D = 8e18 cm^-3
K=0.0: n 8.00e+18, charges 8.00e+18 cm^-3
  E_F 13.74 meV, screening length 0.861 nm
  gamma 25.60 meV, gamma/E_F 1.863
  smoothed gamma 6.26 meV, ratio 0.455
  Born k_F l 8.53
  charges per screening sphere 0.0214
K=0.5: n 4.00e+18, charges 1.20e+19 cm^-3
  E_F 8.66 meV, screening length 0.966 nm
  gamma 33.21 meV, gamma/E_F 3.836
  smoothed gamma 7.06 meV, ratio 0.815
  Born k_F l 2.64
  charges per screening sphere 0.0453
-- threshold, rough N_c(0) = 4.0e+18 cm^-3
K=0.1: factor paired 1.111, random 1.660
  N_c 4.44e+18 to 6.64e+18 cm^-3
K=0.2: factor paired 1.250, random 2.812
  N_c 5.00e+18 to 1.12e+19 cm^-3
K=0.5: factor paired 2.000, random 18.000
  N_c 8.00e+18 to 7.20e+19 cm^-3
K=0.2, smoothed-potential factor 28.2
variance test: simulated/law 0.9838
-- twist response / level spacing (one valley, model box)
box: N_D a^3 0.15, side 9.28 a, twist 0.3 rad
120 el, 120 don, 0 acc: 0.145 +- 0.010
48 el, 120 don, 72 acc: 0.027 +- 0.003
48 el, 48 don, 0 acc: 0.073 +- 0.005
-- neglected effects
kT/E_F at 4.2 K, K=0.5: 0.042
kT/E_F at 300.0 K, K=0.5: 2.986
Bohr radius with conductivity mass 2.397 nm
donor level: model 31.9, real (rough) 45 meV
hopping with the real level 0.860 meV
pairs at 2.77 nm, K=0.5: gamma times 0.981
```
